Poisson Thinning: Photon Noise in an Absorbing Resist

1. The decision in an exposure calculation

A stochastic exposure calculation needs the number of photons absorbed in each small column of resist. One can draw the number that arrives and then decide the fate of every photon, or draw the absorbed number at once from a Poisson law with a reduced mean. The second way is far cheaper. Whether it is permitted, and which photon number belongs in the estimate "relative noise = 1/√number", hangs on the result derived here.

Let N be the number of photons entering the column during one exposure, K the number absorbed and M = N − K the number transmitted. The assumptions are:

(a) N is Poisson with mean μ: P(N=n) = e^(−μ) μⁿ/n!.
(b) Each photon is absorbed with the same probability p, where 0 ≤ p ≤ 1.
(c) The fate of a photon is independent of the other photons and of N.

The claim is that K is Poisson with mean pμ. An absorbed photon counts once, however many electrons or acid molecules it produces. We set 0⁰ = 1, so that the formulas include p = 0 and p = 1.

2. A fixed number of photons

Suppose first that n photons enter. Choose k of them to be absorbed; the other n−k must be transmitted. By independence, the probability of this particular pattern is the product p^k (1−p)^(n−k). There are n!/[k!(n−k)!] ways to choose the k photons, and different choices exclude each other, so their probabilities add:

P(K=k | N=n) = n!/[k!(n−k)!] · p^k (1−p)^(n−k).

This is the binomial law. Its mean and variance follow without sums over k. Give each photon an indicator x, equal to 1 if it is absorbed and 0 if not. Then E x = p, and since x² = x,

Var x = E x² − (E x)² = p − p² = p(1−p).

For n independent photons both means and variances add, giving mean np and variance np(1−p).

3. Averaging over the beam

The number n is not fixed. To absorb k photons, at least k must enter, so the law of total probability reads

P(K=k) = Σ_{n≥k} e^(−μ) μⁿ/n! · n!/[k!(n−k)!] · p^k (1−p)^(n−k).

The two factors n! cancel. Put n = k+m, where m = 0, 1, 2, … is the number transmitted, and split μⁿ = μ^k μ^m:

P(K=k) = e^(−μ) (pμ)^k/k! · Σ_{m≥0} [(1−p)μ]^m/m!.

The sum is the exponential series, equal to e^((1−p)μ). The exponents combine as −μ + (1−p)μ = −pμ, hence

P(K=k) = e^(−pμ) (pμ)^k/k!.

This is the Poisson law with mean pμ.

To read off the moments, write λ = pμ. In the sum for E K, the factor k cancels against k!, leaving λ times a normalized Poisson sum:

E K = Σ_{k≥1} e^(−λ) λ^k/(k−1)! = λ.

In the same way E K(K−1) = λ². Therefore

Var K = E K(K−1) + E K − (E K)² = λ² + λ − λ² = λ.

The relative noise is √λ/λ = 1/√(pμ). The absorbed number belongs in the square root, not the incident number.

4. The transmitted photons

Before the sum over m is carried out, each term is the joint probability of k absorbed and m transmitted photons. Splitting e^(−μ) = e^(−pμ) e^(−(1−p)μ) gives

P(K=k, M=m) = [e^(−pμ) (pμ)^k/k!] · [e^(−(1−p)μ) ((1−p)μ)^m/m!].

The first factor contains k alone and the second m alone. So M is Poisson with mean (1−p)μ, and K and M are independent.

This may look odd, because each absorbed photon is missing from the transmitted beam. If N were fixed, K + M = N would indeed make the two perfectly anticorrelated for 0 < p < 1. In a Poisson beam, a large K also suggests that many photons arrived, which raises the expected M. The two tendencies cancel, as the next part shows.

5. Where the noise comes from

Now let N have any law with finite variance, keeping (b) and (c). The total variance is the average of the variance at fixed N plus the variance of the mean at fixed N:

Var K = E[N p(1−p)] + Var(pN) = p(1−p) E N + p² Var N.

The first term is selection noise, from the random choice of which photons are absorbed. The second is beam noise, passed on by the arriving number. For a Poisson beam Var N = E N = μ, and the sum is p(1−p)μ + p²μ = pμ, as before.

The same formula with p replaced by 1−p gives Var M. Since N = K + M, we have Var N = Var K + Var M + 2 Cov(K,M), so

2 Cov(K,M) = [1 − p² − (1−p)²] Var N − 2p(1−p) E N.

The bracket equals 2p(1−p). Thus

Cov(K,M) = p(1−p)(Var N − E N).

It vanishes for a Poisson beam. For a fixed N > 0 it is negative when 0 < p < 1.

Define the Fano factor as variance divided by mean, F_K = Var K/E K and F_N = Var N/E N. Dividing Var K by p E N gives

F_K = 1 − p + p F_N = 1 + p(F_N − 1).

Two limits are instructive. As p → 1, every photon is absorbed and F_K → F_N: the detector reproduces the beam noise. As p → 0 at fixed F_N, F_K → 1: weak absorption hides the character of the beam. A Fano factor near 1 in a weakly absorbing film is therefore poor evidence that the incident beam is Poisson.

6. A worked exposure

Take light of wavelength 13.5 nm, a dose of 30 mJ/cm² at the resist, a film 40 nm thick and an absorption coefficient α = 5 per µm. Consider a column of 5 nm × 5 nm in a large, uniformly exposed area, with light at normal incidence.

The photon energy hc/λ₀, with λ₀ the wavelength, is 91.84 eV. The dose amounts to 1872.45 eV/nm², so the number of photons per area is

1872.45/91.84 = 20.39 per nm².

Over 25 nm² this gives μ = 509.7, using unrounded values. If a thin slice dz absorbs a fraction α dz of the photons reaching it, the surviving fraction S obeys dS/dz = −αS, with S = 1 at the surface. Hence S = e^(−αt) at thickness t, and

αt = 0.005 per nm × 40 nm = 0.200,
p = 1 − e^(−0.200) = 0.1813,
pμ = 0.1813 × 509.7 = 92.4.

The thin-film shortcut p ≈ αt would give 101.9 absorbed photons, about 10% too many.

The relative noise of the absorbed number is 1/√92.4 = 10.4%; that of the incident number is 4.4%. The variance splits into

selection: 0.1813 × 0.8187 × 509.7 = 75.65,
beam: 0.1813² × 509.7 = 16.75,

with sum 92.4. With N counted as the photons assigned to this column, most of the variance is selection noise, because the selection share is 1−p = 82%. At this dose, a film that absorbed everything would still have the 4.4% noise of the beam.

As a numerical test of the law, the absorbed-number distribution was built by adding photons one at a time and averaging over the Poisson beam with these values of μ and p. For k from 0 to 200, the largest difference from the derived Poisson law was 2.6×10⁻¹³, relative to that law.

7. Rare columns with few absorptions

Ask how often the column absorbs no more than half its mean number, which means K ≤ 46. The Poisson law gives a probability of 7.0×10⁻⁸. There are 4.0×10¹² such columns per cm² on a fixed grid, so the expected number of low-count columns is

4.0×10¹² × 7.0×10⁻⁸ ≈ 2.8×10⁵ per cm².

This expectation does not require neighbouring columns to be independent, since means add in any case.

Two shortcuts keep the correct mean, the second to within 0.1% because N is rounded, but lose part of the variance. The first draws N from its Poisson law and multiplies it by p. It keeps the beam noise alone, with standard deviation √16.75 = 4.1 instead of 9.6. The limit then lies about 11 standard deviations below the mean, and the probability falls to 1.5×10⁻³⁶: practically no such column would ever be predicted. The second fixes N at 510 and draws the absorptions. It keeps the selection noise alone and gives 5.4×10⁻⁹, or about 2.1×10⁴ columns per cm², some 13 times too few. The second shortcut loses only 18% of the variance, yet its error in the rare event is large.

A low-count column is a possible seed of a defect, not a defect by itself. Whether a feature fails depends also on its size, the chemistry and the development, and the limit of one half was chosen for illustration.

8. Photons with different absorption probabilities

Oblique photons travel farther through the film. If each photon draws its own absorption probability independently of the others, its overall chance of absorption is the average p̄. The photons remain independent, so the derivation holds with p replaced by p̄.

For a numerical aperture of 0.33, the steepest ray makes an angle of 19.3° with the normal, taking the refractive index of the film as 1. Its path is t/cos θ, and its absorption probability is 0.191. Averaged over a uniformly filled pupil, p̄ = 0.186 and the mean absorbed number rises from 92.4 to 94.8. A photon-by-photon simulation of 10,000 columns gave a mean of 94.58, which is 2.2 standard errors below 94.79, and a Fano factor of 0.989 with a standard error of about 0.014. Both are compatible with the Poisson law.

The steepest ray also moves 14 nm sideways while crossing the film, more than the column width. In a uniform field this does not spoil the law. Divide the surface into patches. Photons from each patch are either absorbed inside the column or not, so each patch contributes an independent Poisson number. Two such numbers with means a and b add to a Poisson number, because the binomial theorem gives

Σ_{j=0}^{k} a^j/j! · b^(k−j)/(k−j)! = (a+b)^k/k!.

Repeating this covers all patches. By symmetry, the column gains on average as many photons from its surroundings as it loses to them.

9. Fluctuations shared by all photons

The case is different if the dose or the absorption probability varies from column to column but is common to all photons within a column. Let m = pμ now denote the average absorbed number, and let the shared quantity have relative standard deviation δ. At a fixed value of that quantity K is Poisson, so its variance equals its conditional mean. The conditional mean itself varies with standard deviation mδ. Adding the two contributions gives

Var K = m + m²δ²,
F_K = 1 + mδ².

For δ = 2% this is 1 + 92.4 × 0.0004 = 1.037. The change in variance is small, but with two equally likely values, 2% above and below the average, the probability of K ≤ 46 rises to 1.02×10⁻⁷, a factor of 1.47.

The reason for the rise is curvature. Let T(λ) be the probability that a Poisson number of mean λ is at most k, and write P(k;λ) for its probability of equalling k. Since dP(j;λ)/dλ = P(j−1;λ) − P(j;λ), the sum over j = 0 to k telescopes:

dT/dλ = −P(k;λ),
d²T/dλ² = P(k;λ) − P(k−1;λ) = P(k;λ)(1 − k/λ).

For k < λ the second derivative is positive. Raising and lowering the mean by equal amounts, with the lowered mean still above k, then increases the average tail, because the gain on the low side exceeds the loss on the high side.

10. Bunching and depletion

Thermal light arrives in bunches. One thermal mode with mean photon number n̄ has variance n̄ + n̄². With M_c independent, equally filled modes, n̄ = μ/M_c, and therefore

Var N = M_c(n̄ + n̄²) = μ + μ²/M_c,
F_K = 1 + pμ/M_c.

For a relative bandwidth of 2%, the coherence time is about λ₀/(0.02c) = 2.25 fs, where c is the speed of light. A single pulse of 50 ns then contains about 2.2×10⁷ temporal modes. Treating the source as thermal and placing the whole dose in one such pulse and one spatial mode gives an excess Fano factor of roughly 4×10⁻⁶; the exact value depends on the shape of the spectrum. Spreading the dose over more pulses or more spatial modes lowers it further, so bunching is negligible here.

Bunching concerns assumption (a). Assumption (c) would fail if early absorptions used up the absorbers. The absorbed density is 20.39 × 0.1813/40 = 0.092 photons per nm³. With roughly 100 atoms per nm³, about 0.09% of the atoms are hit. If all atoms absorbed equally and each hit atom stopped absorbing, the absorption coefficient, averaged over the film, would fall by about 0.1% by the end of the exposure. If a minority of strongly absorbing atoms took most of the photons, the fall would be larger. This estimate does not include material lost from the film.

11. From photons to acid molecules

Suppose that an absorbed photon produces g acid molecules, with g independent from photon to photon, and count all of them in the column where the photon was absorbed. If g can be only 0 or 1, with probability q for 1, acid formation is a second independent selection. Applying the theorem again gives a Poisson acid number with mean qpμ.

If one photon can make several acids, they arrive in groups. Let A be the total acid number and ḡ the mean of g. At fixed K, A has mean Kḡ and variance K Var g. With E K = Var K = m,

Var A = m Var g + ḡ² m = m E g²,
F_A = m E g²/(mḡ) = E g²/ḡ.

Since g is a whole number, g² ≥ g, with equality only for 0 and 1. Hence F_A > 1 as soon as multiple acids are possible, and A is then not Poisson.

As a model, let g be Poisson with mean 3. Then E g² = 3 + 9 = 12 and F_A = 4. The mean acid number is 277.2 and its relative noise is √(4/277.2) = 12.0%. Treating the acids as independent events would give 1/√277.2 = 6.0%, half the model's value. The extra acids do not remove the photon noise, because acids from one photon share its fate.

12. The model beside a real resist

The example lies in the regime of extreme-ultraviolet lithography with a chemically amplified resist: doses of some tens of mJ/cm², films of some tens of nm and absorption coefficients of a few per µm are rough typical values. The column is smaller than a printed feature and serves as a sampling cell. It is also narrower than the wavelength, so light crossing its top face diffracts out of it within the film, and the numbers N and M for one column are bookkeeping rather than countable photons. The law for K survives: apply the theorem to all photons falling on a large area, each absorbed in this column with a small probability. In a uniform field this gives the same Poisson law with the same mean, but the split into selection and beam noise depends on which photons are counted in N. The theorem counts absorbed photons, not chemical events. In the yield model above, going from absorbed photons to acid molecules raises the relative noise from 10.4% to 12.0%. That model assumes an unlimited supply of acid generator. Its 277 acids in 1000 nm³ amount to 0.28 per nm³, whereas a generator of molar mass near 560 g/mol at 10 to 30% by weight in a film of density 1.2 g/cm³ supplies only about 0.13 to 0.39 molecules per nm³. At this dose the generator would be largely used up and the yields of different photons would no longer be independent, so the figures 277 and 12.0% do not describe such a resist. Electrons and acids also spread over some nanometres, which smooths the noise and links neighbouring columns. That effect is not included in either figure, and in columns this small it can bring the acid noise below the photon noise. Near a pattern edge the local dose differs from that of the uniform field, and μ must be taken from the local image.

Within assumptions (a) to (c), the relative noise depends on dose and film through pμ alone. Halving it requires four times as many absorbed photons. At fixed film and column area this means four times the dose. At fixed dose and column area it would require a fourfold p, which is possible only if p starts below one quarter, because a film of finite thickness never absorbs every photon. The numerical output lists the values for this example.

Computed values

```
Wavelength: 13.5 nm
Dose: 30 mJ/cm2
Film thickness: 40 nm
Absorption coefficient: 5.0 per um
Column side: 5 nm
Photon energy: 91.84 eV
Incident photons per area: 20.39 per nm2
Mean incident number mu: 509.7
Optical depth: 0.200
Absorption probability p: 0.1813
Mean absorbed number p*mu: 92.39
Mean transmitted number: 417.3
Variance of absorbed number, explicit sum: 92.39
Selection part of variance: 75.65
Beam part of variance: 16.75
Standard deviation of absorbed number: 9.61
Relative noise, incident: 4.43 %
Relative noise, absorbed: 10.40 %
Largest relative error of Poisson law, k=0..200: 2.6e-13
Largest relative error of independence: 1.1e-12
Low-count limit (half the mean, rounded down): 46
Low-count probability, correct law: 6.98e-08
Low-count probability, N simply scaled by p: 1.49e-36
Fixed photon number used for comparison: 510
Low-count probability, fixed N: 5.37e-09
Columns per area: 4.0e+12 per cm2
Low-count columns, correct law: 2.79e+05 per cm2
Low-count columns, scaled N: 5.95e-24 per cm2
Low-count columns, fixed N: 2.15e+04 per cm2
Numerical aperture: 0.33
Pupil-edge angle: 19.3 degrees
p at pupil edge: 0.1909
p averaged over filled pupil: 0.1860
Mean absorbed number, filled pupil: 94.79
Sideways walk at pupil edge: 14.0 nm
Simulated columns, filled pupil: 10000
Simulated mean absorbed number: 94.58
Simulated Fano factor: 0.989
Shared rms fluctuation of p: 2 %
Fano factor with shared fluctuation: 1.0370
Low-count probability with shared fluctuation: 1.02e-07
Tail increase from shared fluctuation: factor 1.47
Pulse length: 50 ns; bandwidth: 2 %
Coherence time: 2.25 fs
Thermal modes in one pulse: 2.2e+07
Bound on excess Fano factor from bunching: 4.2e-06
Assumed atom density: 100 per nm3
Fraction of atoms hit: 0.092 %
Mean acids per absorbed photon: 3
Mean acid number: 277.2
Fano factor of acid number: 4.000
Relative noise of acid number: 12.01 %
```
